Transconductance of a ballistic single-mode nanowire transistor at finite gate capacitance

**Problem**

A semiconductor wire of radius R and permittivity ε_s is wrapped in an oxide of permittivity ε_ox and a metal gate of inner radius b. Electrons occupy one spin-degenerate subband of one valley, with dispersion ε(k), even in k, zero at k = 0 and rising with |k|. They travel from source to drain without scattering, over a smooth barrier whose top, the highest point of the subband edge, lies at E_b. The temperature is zero and the interaction is treated at the Hartree level.

(a) Find the transconductance g_m = ∂I/∂V_G at fixed drain bias V_D when the gate capacitance per length C is infinite. Does it depend on the band? At which biases does the answer hold?

(b) Find g_m at finite C, in general and for ε = k²/2m, and find which C enters.

(c) Evaluate it for the round model parameters R = 80 bohr, b = 120 bohr, ε_s = 12, ε_ox = 20, overdrive u = 0.003 E_h/e, V_D = 0.01 E_h/e, and m = 0.05 and 0.2.

Hartree atomic units are used, ħ = e = mₑ = 4πε₀ = 1. Conductance is then in e²/ħ, so that 2e²/h = 1/π, and a capacitance per length is a pure number. The source Fermi level is μ_S = 0, the drain level is μ_D = −V_D with V_D > 0, and η = μ_S − E_b. I is the electron flux from source to drain, equal to the conventional current from drain to source. The overdrive is u = V_G − V_T, where V_T is the gate voltage at which η = 0.

**First estimate by scaling**

Let the drain level lie below the barrier top, so that the top holds right-movers from the source up to a wave number k. The density scales as n ~ k, the velocity as k/m, and the current as

I ~ n v ~ k²/m ~ η.

The mass cancels, because a heavy band has more states per energy and each carries proportionally less velocity. If the gate moves the barrier one for one, η = u, and g_m is a pure number times e²/ħ. State counting fixes it: with two spins n = 2k/2π = k/π, the mean velocity is k/2m, and I = k²/(2πm) = η/π. The estimate for (a) is G₀ = 1/π = 2e²/h.

At finite C the charge raises the barrier by n/C ~ √(mη)/C. The ratio of this energy to η is √(m/η)/C, so the relevant dimensionless variable is √(m/u)/C. When it is small, η may be replaced by u in the charging term, η ≈ u − √(2mu)/(πC), and differentiation gives

g_m ≈ G₀(1 − s),  s = √(m/(2π²C²u)).   (1)

The scaling predicts a deficit that doubles when m is multiplied by four. It leaves open what C is and what happens when s is of order one.

**Solution with the barrier top held in place**

*Current.* On a smooth barrier a state at the top with v = dε/dk > 0 came from the source and is filled up to μ_S; a state with v < 0 came from the drain and is filled up to μ_D. For a band of finite width W this requires the subband edge to stay above μ_S − W along the whole wire; otherwise electrons are turned back at the upper band edge. Let ε(k_S) = η and ε(k_D) = η − V_D, each wave number being zero when its energy is negative. Since ε is even, the left-movers in (−k_D, 0) cancel the right-movers in (0, k_D). With v dk = dε and x₊ = max(x, 0),

I = 2∫ from k_D to k_S of (dk/2π) v = (1/π)[η₊ − (η − V_D)₊].   (2)

The band has dropped out. For 0 < η < V_D (saturation), I = η/π. For η > V_D, I = V_D/π, which does not depend on η, so g_m = 0 for every C: the mode is fully open across the bias window and the gate cannot open it further.

*Charge.* The same filling gives n = (k_S + k_D)/π. In saturation k_D = 0, and the quantum capacitance is

C_Q = dn/dη = (1/π)(dk_S/dη) = 1/(πv_F),  v_F = v(k_S).   (3)

This is half the equilibrium value at the same η, because the left-movers are empty.

*Electrostatics.* A rise of V_G lowers the energy of an electron, and added electrons raise it: E_b = E_b0 − V_G + n/C. Here E_b0 is taken as a constant, that is, the top is assumed to stay at the peak of the bare barrier. Equations (4) to (8) and (10) rest on this assumption; its effect is worked out under *Position of the top* below. At threshold n = 0 and E_b = 0, so V_T = E_b0 and

u = η + n(η)/C.   (4)

Differentiation gives du/dη = 1 + C_Q/C, and with dI/dη = G₀,

g_m = G₀/(1 + C_Q/C) = G₀/(1 + 1/(πv_F C)),  0 < η < V_D.   (5)

This answers (a). In the quantum-capacitance limit C_Q/C → 0, g_m = 2e²/h = 77.48 μS for any band of the stated kind, in saturation and while the second subband is empty, provided that a band of finite width meets the condition stated before (2). The band enters the correction through v_F.

If the barrier top also couples to source and drain, with total capacitance C_Σ = C_G + C_S + C_D, superposition gives E_b = E_b0 − (C_G V_G + C_D V_D)/C_Σ + n/C_Σ, and the same differentiation gives g_m = G₀C_G/(C_Σ + C_Q). The limit is then G₀C_G/C_Σ, below G₀.

The saturation case of (2) was tested by explicit sums over ring states, and (5), its C_Σ form and the vanishing of g_m at small V_D by finite differences of a numerically self-consistent device, for two parabolic bands, a Kane band ε(1 + αε) = k²/2m and a cosine band. At C = 10⁹ all four give g_m/G₀ = 1.000000.

*Parabolic band.* Here n = √(2mη)/π. With

E_C = m/(2π²C²),

the charging term is n/C = 2√(E_C η), since (2√E_C)² = 2m/(π²C²). Adding E_C to both sides of (4) completes the square, u + E_C = (√η + √E_C)², so

η = E_C[√(1 + u/E_C) − 1]².   (6)

Also C_Q/C = d(n/C)/dη = √(E_C/η). Then (5) becomes g_m/G₀ = √η/(√η + √E_C) = 1 − √E_C/(√η + √E_C), and the denominator is √(u + E_C):

g_m = G₀[1 − (1 + u/E_C)^(−1/2)].   (7)

The s of (1) equals √(E_C/u), so (1 + u/E_C)^(−1/2) = s(1 + s²)^(−1/2), and the binomial series gives, for s < 1,

g_m/G₀ = 1 − s + s³/2 − 3s⁵/8 + …   (8)

For w = u/E_C < 1 the series of (1 + w)^(−1/2) gives g_m/G₀ = w/2 − 3w²/8 + 5w³/16 − …. To leading order η = E_C w²/4, so

I = u²/(4πE_C) = πC²u²/(2m).

Here the electrostatic capacitance C sets the charge: n ≈ Cu, k = πn, and I = nk/2m depends on the mass. The power u² belongs to the fixed top and changes when the top is allowed to move. The limit C → ∞ is therefore not uniform in u. C_Q diverges as η^(−1/2) at threshold, and at u = E_C equation (7) gives 1 − 1/√2 = 0.29289 for every C. A larger C narrows the window u ≲ E_C as 1/C² without removing it, and g_m tends to a step at u = 0. Setting η = V_D in (4) gives the upper end of saturation,

u_c = V_D + √(2mV_D)/(πC).

*Which capacitance.* 1/C is the shift of the subband edge per unit n. Take a hard wall at R and a barrier long compared with b, so that the electrostatics is that of a uniform wire. The lowest transverse mode has density ρ(r) ∝ J₀²(j₀₁r/R), where j₀₁ is the first zero of J₀. Let Q(r) be the fraction of the charge inside r, and nU(r) the potential energy of an electron, with U(b) = 0. Gauss's law, ε·2πr·(−dU/dr) = 4πQ, gives dU/dr = −2Q/(εr). Outside the wire Q = 1, so U(R) = 2ln(b/R)/ε_ox. The first-order shift per n is ∫U dQ, and integration by parts with Q(0) = 0, Q(R) = 1 gives

1/C = U(R) − ∫₀^R Q (dU/dr) dr = 2ln(b/R)/ε_ox + γ/ε_s,  γ = 2∫₀¹ Q² dσ/σ,   (9)

with σ = r/R. From J₀′ = −J₁ and J₁′ = J₀ − J₁/x,

d/dx[x²(J₀² + J₁²)/2] = x(J₀² + J₁²) + x²(−J₀J₁ + J₁J₀ − J₁²/x) = xJ₀².

Normalizing at x = j₀₁, where J₀ = 0,

Q = σ²[J₀²(j₀₁σ) + J₁²(j₀₁σ)]/J₁²(j₀₁).

Quadrature gives γ = 1.36284. The first term of (9) is 1/C_ox; the second is a capacitance in series, present because the charge sits inside the wire and not at its surface. It does not depend on R and survives b → R, so 1/C ≥ γ/ε_s at this order, however thin the oxide.

*Single-mode ceiling.* The next transverse level has angular momentum ±1 and lies Δ = κ²/(2mR²) higher, with κ² = j₁₁² − j₀₁², where j₁₁ is the first positive zero of J₁, and κ = 2.98308. Equation (7) rises with u, so its largest single-mode value is at η = Δ, where k_S = κ/R and v_F = κ/(mR):

g_max = G₀/(1 + mR/(πκC)).   (10)

This bound holds within the first-order Hartree model with the unperturbed gap and the top held in place, and reaching it needs V_D > Δ.

**Numbers**

From (9), 1/C = 0.04055 + 1.36284/12 = 0.04055 + 0.11357 = 0.15412, so C = 6.4886 (0.722 aF/nm) against C_ox = 24.663. The interior term is the larger one. A radial grid solution of Poisson's equation also gives 0.15412.

For m = 0.05:

E_C = 0.05/(2π² × 6.4886²) = 6.0164×10⁻⁵ E_h,  u/E_C = 49.864.

η = 6.0164×10⁻⁵ × (√50.864 − 1)² = 2.2622×10⁻³ E_h, below V_D and below Δ = 1.390×10⁻² E_h.

k_S = √(2 × 0.05 × η) = 0.01504 bohr⁻¹,  n = k_S/π = 4.7875×10⁻³ bohr⁻¹,  v_F = k_S/m = 0.30081.

η + n/C = 2.2622×10⁻³ + 0.7378×10⁻³ = 3.0000×10⁻³ E_h, as (4) requires.

C_Q = 1/(π × 0.30081) = 1.0582,  C_Q/C = 0.16308,  g_m/G₀ = 1/1.16308 = 0.85978.

Thus g_m = 0.27368 e²/ħ = 66.6 μS and I = η/π = 7.2007×10⁻⁴ eE_h/ħ = 4.77 μA.

For m = 0.2, E_C is four times larger, 2.4066×10⁻⁴ E_h, and u/E_C = 12.466. Then η = 1.7151×10⁻³ E_h, below Δ = 3.476×10⁻³ E_h, v_F = 0.13096, C_Q/C = 0.37459, g_m/G₀ = 1/1.37459 = 0.72749, g_m = 56.4 μS and I = 3.62 μA. These values hold the top in place; when it is allowed to move (see *Position of the top*) g_m becomes 66.8 and 57.4 μS for the two masses.

The ceilings (10) are 0.938 G₀ and 0.792 G₀, at u = 0.01573 and 0.00531 E_h/e. For m = 0.05 the gap exceeds the chosen V_D, so saturation ends first, at u_c = 0.01155 E_h/e, and the ceiling needs a larger drain bias.

**Comparison of estimate and solution**

The estimate has the limit G₀ and the leading term of (8) right. It gives 1 − s = 0.85839 (s = 0.14161) and 0.71677 (s = 0.28323), against 0.85978 and 0.72749. By (7) the deficit 1 − g_m/G₀ is s/√(1 + s²), so the estimate overstates it by the factor √(1 + s²): 0.14161/0.14022 = 1.010 and 0.28323/0.27251 = 1.039. The deficits are in the ratio 0.27251/0.14022 = 1.94, not 2. The s³/2 term brings the values to 0.85981 and 0.72813; its coefficient is that of the fixed top. For s > 1 the estimate turns negative, whereas (7) stays positive and vanishes linearly in u as u → 0, and the estimate knows nothing of the drop at u_c.

The choice of C matters more than these higher orders. With C_ox in place of C, equation (7) gives 0.963 and 0.926, so the deficit would be 0.037 instead of 0.140 for the light mass. The shape of the band also matters. At the same band-edge mass 0.05 and the same u, the Kane band with α = 50 E_h⁻¹ gives 0.8399 and the cosine band of period parameter a = 60 bohr gives 0.8450, against 0.8598. The cosine band has the finite width 2/(ma²) = 0.0111 E_h, so at V_D = 0.01 E_h/e its value presumes a drain filled to less than 0.0011 E_h above its subband edge. For the Kane band the sign follows from v² = 2ε(1 + αε)/[m(1 + 2αε)²] < 2ε/m: at equal energy the velocity is lower, so n = ∫dε/(πv) is larger. At the same u, (4) then gives a lower η, which lowers v_F further, and C_Q is larger.

**How far the model holds**

*Mode deformation.* Equation (9) freezes the transverse mode. A self-consistent radial Schrödinger–Poisson solution gives a residual shift that grows by 3.988 when n doubles from 0.0025 to 0.005 bohr⁻¹, which identifies it as second order in n. It raises g_m/G₀ to 0.8606 and 0.7373, by 0.1% and 1.3% relative to (7). For m = 0.2 this is about one unit in the second digit of (7), already at the Hartree level.

*Position of the top.* In saturation the density slopes through the top, and its charging energy moves the top. Take a long barrier, so that the subband edge is E(x) = E₀(x) − V_G + n(x)/C with E₀ the bare barrier, and neglect drain states. Where the edge lies p² below the top, with p < 0 on the source side, the source side holds right-movers up to μ_S and the left-movers reflected below E_b, while the drain side holds only right-movers above E_b. On both sides n = √(2m)[√(η + p²) − p]/π. With E = −η − p²,

V_G − E₀(x) = η + p² + 2√E_C[√(η + p²) − p].

The right side has slope −2√E_C at p = 0, so the top lies on the source side of the bare peak. The left side is smallest, and equal to u, at the bare peak, and p passes continuously through all values, so u is the minimum of the right side over p. With y = √(η + p²) and z = 1 + y/√E_C the minimum is at p = √E_C(z − 1)/z, and du/dη = 1 + √E_C/y because p is stationary. Hence

u/E_C = z² − 3 + 2/z,  g_m = G₀(1 − 1/z).

This holds while y² = η + p² < V_D, so that no drain states reach the bare peak. Closer to the end of saturation they do. On the drain side, drain electrons fill both directions of motion where p² > V_D − η and add 2√(2m)√(p² − V_D + η)/π to n. The steep onset of this term pins the minimum at p² = V_D − η, where y² = V_D. Then

u = V_D + 2√E_C[√V_D − √(V_D − η)],  g_m = G₀(u_c − u)/(2E_C).

The end of saturation u_c is that of the fixed top, but g_m falls to zero linearly over a range of about 2E_C in u and does not jump.

For u ≫ E_C and below this final range, g_m/G₀ = 1 − s + 3s³/2 − …: the limit G₀ and the leading deficit s are those of (8), the cubic coefficient is not. The two masses give z = 7.2518 and 3.8664, so g_m/G₀ = 0.8621 and 0.7414 against 0.8598 and 0.7275. At u = E_C, z = 1.6751 and g_m/G₀ = 0.403. Near threshold u/E_C ≈ 3(z − 1)², so g_m/G₀ ≈ √(u/3E_C) and I ∝ u^(3/2), in place of the linear g_m and the u² current of the fixed top. The threshold law and the final linear fall are semiclassical, zero-temperature results on the energy scale E_C, which corresponds to 19 K and 76 K for the two masses. They need kT and the barrier curvature ω, defined below, to be small against E_C; for the test barrier below with m = 0.05, ω falls to E_C only near L = 10⁴ bohr.

*Barrier length.* Near the top the potential is −mω²x²/2, measured from E_b. For a symmetric barrier, left-incident states supply half of the local density of states at x = 0 and spin doubles this, so n(η) = ∫^η D(E)dE with D the spinless local density of states, drain states far below the top being neglected. Its transform is ∫D e^(−βE)dE = ⟨0|e^(−βH)|0⟩. To first order in the potential this equals the free value √(m/2πβ) times 1 − ∫₀^β⟨V⟩_τ dτ. The average is over the product of the free kernels for times τ and β − τ, which are Gaussians of variances τ/m and (β − τ)/m, so the product has variance τ(β − τ)/(mβ). Its integral over τ is β²/6m, and the factor is 1 + ω²β²/12. Multiplication by β² corresponds to d²/dη², so n = n₀ + (ω²/12)n₀″. With n₀ ∝ √η, n₀″ = −n₀/(4η²), and

δn/n₀ = −(ω/η)²/48,

the first term of a formal expansion in ω/η. It was tested with lattice scattering states over E_b/cosh²(x/L), for which mω²/2 = E_b/L², at m = 0.05, E_b = 0.01 E_h and the η above. The conductance was formed as (−∂I/∂E_b)/(1 − C⁻¹∂n/∂E_b), which follows from u = −E_b + n/C with L held fixed and the charging taken at the top. For L = 1000 bohr, ω = 6.325×10⁻⁴ E_h, δn/n₀ is −1.64×10⁻³ on the lattice of spacing 2 bohr, whose dispersion adds (2k_S)²/24 = 4×10⁻⁵, so −1.68×10⁻³ without it, about 3% larger in size than the −1.63×10⁻³ from the series, and g_m/G₀ is 1.00000 for infinite C and 0.85904 for the actual C, against 0.85978. For L = 500 bohr the values are 0.99998 and 0.85630. The lattice spacing lowers these finite-C values by 1 to 2×10⁻⁵. For L = 100 bohr, ω exceeds η, the series fails (−0.163 against −0.0665), and even infinite C gives 0.90073. If the transmission 𝒯 depended on E − E_b alone, I = (1/π)∫𝒯 dE over the bias window would give −∂I/∂E_b = G₀[𝒯(μ_S) − 𝒯(μ_D)]. This points to reflection at μ_S as the cause; for L = 100 bohr the exact transmission of this barrier is 𝒯(μ_S) = 0.9155 and 𝒯(μ_D) is below 10⁻⁴, so reflection accounts for 0.085 of the deficit 0.099. It does not fix the value exactly, because this barrier changes curvature with its height.

*Temperature.* With Fermi functions f_S and f_D, (2) becomes I = (1/π)∫ from E_b to ∞ of (f_S − f_D)dE, and dI/dη = −dI/dE_b = G₀[f_S(E_b) − f_D(E_b)]. At η = 0 the density is no longer zero, so V_T is kept at its zero-temperature value E_b0. Equation (4) is then unchanged, and

g_m = G₀[f_S(E_b) − f_D(E_b)]/(1 + C_Q(T)/C),  C_Q(T) = dn/dη,

with n = (1/π)∫₀^∞(f_S + f_D)dk; this was tested against finite differences. Like (4), this formula holds the top in place. For m = 0.05 it gives 0.8597 at 20 K and 0.9186/(1 + 1.1404/6.4886) = 0.7813 at 300 K, where kT = 9.5×10⁻⁴ E_h is not small against η. The plateau needs kT ≪ η and kT ≪ V_D − η.

*Exchange.* The Hartree term lets each electron feel the full density. An estimate of what this omits is local Hartree–Fock with the frozen mode, treating the top as a uniform wire. Let V(q) = ∫ρU_q d²r, where U_q solves −∇·(ε∇U_q) + εq²U_q = 4πρ in the cross-section and vanishes at the gate. Then V(0) = 1/C, and V is positive and falls with |q|, because the operator is positive and grows with q². For a filled window k₁ < k < k₂ = k₁ + K in both spins, n = K/π and exchange acts within one spin:

E(k) = k²/2m − u + KV(0)/π + Σ(k),  Σ(k) = −(1/2π)∫ from k₁ to k₂ of V(k − k′)dk′.

Differentiating under the integral, Σ′(k) = −(1/2π)[V(k − k₁) − V(k − k₂)]. Source states are those with E′(k) > 0, so the window starts at the band minimum, E′(k₁) = 0:

k₁ = m[V(0) − V(K)]/2π.

Because V is even, Σ(k₁) = Σ(k₂) = −W/2π with W = ∫₀^K V dq. Hence η = E(k₂) − E(k₁) = (k₂² − k₁²)/2m = K(K + 2k₁)/2m, and I = η/π as before. The condition E(k₂) = μ_S = 0 means E(k₁) = −η, so

u = η + k₁²/2m + KV(0)/π − W/2π,  g_m = G₀(dη/dK)/(du/dK).

With k₁′ = dk₁/dK = −mV′(K)/2π ≥ 0, one has dη/dK = (K + k₁ + Kk₁′)/m > 0 and

du/dK − dη/dK = k₁k₁′/m + V(0)/π − V(K)/2π > 0,

so g_m < G₀ at this level too, and g_m → G₀ as V → 0. Equal filling of the two spins is assumed. It is stable against spin polarization while k₂(1 + k₁′)/m > V(K)/2π, which holds at the two points evaluated below and fails as K → 0, below u ≈ 0.74 E_C and 0.65 E_C for the two masses. The threshold laws found above for u ≲ E_C therefore describe the Hartree model only. For constant V, k₁ = 0 and W = KV(0), the charging term is halved, and (7) holds with C → 2C. For m = 0.05 the solution has K = 0.01567 bohr⁻¹ and V(K)/V(0) = 0.7013, so k₁ = 0.05 × 0.15412 × 0.2987/2π = 3.66×10⁻⁴ bohr⁻¹ and η = 2.570×10⁻³ E_h. The results, tested against an iterated band, are g_m/G₀ = 0.912 and 0.803 for the two masses, with 0.929 and 0.860 for constant V. The last figure repeats the Hartree value for m = 0.05 because E_C ∝ m/C² is the same.

Exchange thus cuts the deficit from 0.140 to 0.088 and from 0.273 to 0.197, more than mode deformation or the s³ term changes it. For m = 0.2 the value 0.803 lies above the ceiling 0.792, so (10), derived for the frozen-mode Hartree model, does not carry over to this Hartree–Fock estimate. The limit 2e²/h is unchanged in this estimate, while the finite-capacitance correction at the overdrive used here is smaller than the Hartree value from (5) and (7). Correlation, intersubband exchange, scattering by phonons and disorder, additional valleys and contact resistance are left out of every level computed here.

Values computed for the example and the checks

```
inputs: R=80.0 bohr, b=120.0 bohr, eps_s=12.0, eps_ox=20.0
inputs: u=0.003 Eh/e, VD=0.01 Eh/e
G0 = 0.318310 e^2/hbar = 77.4809 uS
j01=2.40483, j11=3.83171, kappa=2.98308, gamma=1.36284
1/C_ox=0.04055, gamma/eps_s=0.11357, 1/C=0.15412, grid 0.15412 (a.u.)
C_ox=24.6630, C=6.4886 (4 pi eps0); C=0.7220 aF/nm
subband-shift residual ratio, n=0.005 vs 0.0025 /bohr: 3.988
parabolic m=0.05: ring I pi/eta=1.00000, gm/G0 C=1e9 1.000000, C 0.8598
parabolic m=0.2: ring I pi/eta=1.00000, gm/G0 C=1e9 1.000000, C 0.7275
Kane m=0.05 alpha=50: ring I pi/eta=1.00000, gm/G0 C=1e9 1.000000, C 0.8399
cosine m=0.05 a=60: ring I pi/eta=1.00000, gm/G0 C=1e9 1.000000, C 0.8450
gm/G0 at u=EC (C=100) = 0.29289
--- m = 0.05 m_e
EC=6.0164e-05 Eh, u/EC=49.864, s=0.14161
eta=2.26216e-03 Eh, gap=1.39044e-02 Eh, u_c=0.01155 Eh/e
kF=0.01504 /bohr, n=4.78754e-03 /bohr, vF=0.30081 a.u.
CQ=1.0582 (4 pi eps0), CQ/C=0.16308, n/C=7.3784e-04 Eh
I=7.20069e-04 e Eh/hbar = 4.7695 uA
gm/G0=0.85978; gm=0.27368 e^2/hbar = 66.617 uS
gm/G0: 1-s 0.85839, 1-s+s^3/2 0.85981, oxide only 0.96277
gm/G0: Schrodinger-Poisson 0.86062, ceiling 0.93828 at u=0.01573 Eh/e
HF: K=0.01567, k1=3.664e-04 /bohr, V(K)/V(0)=0.7013, eta=2.57007e-03 Eh
gm/G0: HF 0.91156, contact exchange (C->2C) 0.92937
--- m = 0.2 m_e
EC=2.4066e-04 Eh, u/EC=12.466, s=0.28323
eta=1.71509e-03 Eh, gap=3.47609e-03 Eh, u_c=0.01310 Eh/e
kF=0.02619 /bohr, n=8.33727e-03 /bohr, vF=0.13096 a.u.
CQ=2.4306 (4 pi eps0), CQ/C=0.37459, n/C=1.2849e-03 Eh
I=5.45931e-04 e Eh/hbar = 3.6160 uA
gm/G0=0.72749; gm=0.23157 e^2/hbar = 56.367 uS
gm/G0: 1-s 0.71677, 1-s+s^3/2 0.72813, oxide only 0.92569
gm/G0: Schrodinger-Poisson 0.73729, ceiling 0.79169 at u=0.00531 Eh/e
HF: K=0.02684, k1=2.680e-03 /bohr, V(K)/V(0)=0.4537, eta=2.16128e-03 Eh
gm/G0: HF 0.80290, contact exchange (C->2C) 0.85978
T=20 K: kT=6.334e-05 Eh, eta=2.2624e-03 Eh, fS-fD=1.0000, CQ=1.0592, gm/G0=0.8597
T=300 K: kT=9.500e-04 Eh, eta=2.3059e-03 Eh, fS-fD=0.9186, CQ=1.1404, gm/G0=0.7813
scattering test: m=0.05, Eb=0.01 Eh, lattice a=2.0 bohr, eta=2.26216e-03 Eh
L=100 bohr: omega=6.325e-03 Eh, gm/G0 QCL 0.90073, C 0.77838, dn/n -6.65e-02 (series -1.63e-01)
L=500 bohr: omega=1.265e-03 Eh, gm/G0 QCL 0.99998, C 0.85630, dn/n -7.43e-03 (series -6.51e-03)
L=1000 bohr: omega=6.325e-04 Eh, gm/G0 QCL 1.00000, C 0.85904, dn/n -1.64e-03 (series -1.63e-03)
```
